# The self-energy after one Hedin pass from a local potential, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the equation of motion to the screened interaction

A calculation of electron addition and removal energies can start from Kohn-Sham orbitals. In that start, exchange and correlation are described by a multiplicative potential $v_{xc}(\mathbf r)$. This problem asks what self-energy follows when such a potential is put into Hedin's equations as the first self-energy and the equations are passed through once.

Units have $\hbar=1$. The Hamiltonian without a probe is

$$H=\int\psi^\dagger(x)h\,\psi(x)\,dx+\tfrac12\iint\psi^\dagger(x)\psi^\dagger(x')v(\mathbf r,\mathbf r')\psi(x')\psi(x)\,dx\,dx',$$

where $x=(\mathbf r,\sigma)$ contains the spin, $h$ holds the kinetic energy and the external potential, and $v$ is the Coulomb interaction. A numeral stands for a point in space and time, $1=(\mathbf r_1,t_1)$, and $1^+$ has an infinitesimally later time. We write $v(1,2)=v(\mathbf r_1,\mathbf r_2)\delta(t_1-t_2)$.

The system is spin-unpolarized, and the probe acts equally on both spins. One function $G(1,2)$ therefore serves for either spin, and sums over spin appear as explicit factors of 2. Products without arguments are matrix products, $(AB)(1,2)=\int A(1,3)B(3,2)\,d3$, and $A^T(1,2)=A(2,1)$.

### (a) The self-energy as a functional derivative

Add a probe $\varphi(\mathbf r,t)$ coupled to the density. With $S=T\exp[-i\int\varphi(3)\hat n(3)\,d3]$ and operators that evolve under $H$, define

$$G(1,2)=-i\,\frac{\langle T\,S\,\psi(1)\psi^\dagger(2)\rangle}{\langle S\rangle}.$$

Let $\Sigma$ be the part of the self-energy beyond the Hartree potential. Express it through $v$, $G$ and $\delta G^{-1}/\delta\varphi$.

*Solution.* We need the commutator of $\psi$ with the interaction. From the anticommutation rules,

$$[\psi(y),\psi^\dagger(x)\psi^\dagger(x')]=\delta(y-x)\psi^\dagger(x')-\psi^\dagger(x)\delta(y-x').$$

The first term contributes $\frac12\int v\,\psi^\dagger(x')\psi(x')\psi(y)\,dx'$. The second contributes $-\frac12\int v\,\psi^\dagger(x)\psi(y)\psi(x)\,dx$. Exchanging the last two operators changes its sign, so it equals the first. Hence

$$[\psi(1),H]=h\psi(1)+\int v(\mathbf r_1,\mathbf r_3)\,\hat n(\mathbf r_3)\psi(1)\,d\mathbf r_3 .$$

The density stands to the left of $\psi(1)$. In a time-ordered product this order is kept by giving the density the slightly later time $t_1^+$.

Now apply $i\partial_{t_1}$ to $G$. The jump of the time ordering at $t_1=t_2$ gives $i(-i)\{\psi,\psi^\dagger\}=\delta(1,2)$. The factor $S$ is also cut at $t_1$: it reads $S(\infty,t_1)\psi(1)S(t_1,-\infty)$. Differentiating both pieces places $i[\int\varphi\hat n,\psi(1)]=-i\varphi(1)\psi(1)$ between them, and the prefactor $i$ turns this into $+\varphi(1)\psi(1)$. Altogether

$$[i\partial_{t_1}-h(1)-\varphi(1)]\,G(1,2)=\delta(1,2)+\int v(1^+,3)F(3;1,2)\,d3,$$

$$F(3;1,2)=-i\,\frac{\langle T\,S\,\hat n(3)\psi(1)\psi^\dagger(2)\rangle}{\langle S\rangle}.$$

The function $F$ contains two particles, but it can be obtained from $G$. Since $\delta S/\delta\varphi(3)=-iT[S\hat n(3)]$, the quotient rule gives

$$\frac{\delta G(1,2)}{\delta\varphi(3)}=-iF(3;1,2)+i\,n(3)G(1,2),$$

where $n(3)=\langle TS\hat n(3)\rangle/\langle S\rangle$. Multiplying by $i$ and rearranging,

$$F(3;1,2)=n(3)G(1,2)+i\frac{\delta G(1,2)}{\delta\varphi(3)} .$$

The first term is the Hartree term. We collect it with the probe in the total classical potential

$$V(1)=\varphi(1)+\int v(1,3)n(3)\,d3 .$$

The rest defines the self-energy:

$$\int\Sigma(1,4)G(4,2)\,d4=i\int v(1^+,3)\frac{\delta G(1,2)}{\delta\varphi(3)}\,d3,\qquad G^{-1}=i\partial_t-h-V-\Sigma .$$

Differentiating $GG^{-1}=1$ gives $\delta G=-G\,(\delta G^{-1})\,G$. We insert this and remove the rightmost $G$ by multiplying with $G^{-1}$ from the right:

$$\Sigma(1,2)=-i\int v(1^+,3)\,G(1,4)\,\frac{\delta G^{-1}(4,2)}{\delta\varphi(3)}\,d3\,d4. \tag{1}$$

The lowest approximation shows that the signs are right. If $G^{-1}$ changes through the probe alone, then $\delta G^{-1}(4,2)/\delta\varphi(3)=-\delta(4,2)\delta(2,3)$ and $\Sigma(1,2)=iG(1,2)v(1^+,2)$. The interaction fixes $t_2=t_1^+$, where $G=i\langle\psi^\dagger(2)\psi(1)\rangle$. The result is $-v\langle\psi^\dagger(2)\psi(1)\rangle$, the Fock exchange term.

The numerical check tests the imaginary-time form of the equation of motion, with $F$ replaced by the derivative, on the many-body states of a small lattice.

### (b) Hedin's equations

Equation (1) contains the response to the bare probe. Rewrite it with the response to $V$, using

$$\Gamma(1,2;3)=-\frac{\delta G^{-1}(1,2)}{\delta V(3)},\qquad P(1,2)=\frac{\delta n(1)}{\delta V(2)},\qquad \chi(1,2)=\frac{\delta n(1)}{\delta\varphi(2)} ,$$

and find the equations obeyed by $\Gamma$, $P$ and the screened interaction.

*Solution.* From the definition of $V$,

$$\frac{\delta V(5)}{\delta\varphi(3)}=\delta(5,3)+(v\chi)(5,3).$$

The chain rule gives $\delta G^{-1}(4,2)/\delta\varphi(3)=-\int\Gamma(4,2;5)\,[1+v\chi](5,3)\,d5$. In (1) the index 3 is also joined to $v(1^+,3)$, which produces

$$\int v(1,3)\,[1+v\chi](5,3)\,d3=[v(1+v\chi)^T](1,5)=[v+v\chi v](1,5)\equiv W(1,5).$$

Here $v^T=v$ was used, and $\chi^T=\chi$. The latter holds because differentiating $n$ gives $\chi(1,2)=-i[\langle T\hat n(1)\hat n(2)\rangle-n(1)n(2)]$ at $\varphi=0$, which does not change when 1 and 2 are exchanged. Equation (1) becomes

$$\Sigma(1,2)=i\int G(1,4)\,W(1^+,3)\,\Gamma(4,2;3)\,d3\,d4. \tag{2}$$

$W$ is the interaction between two classical test charges: the bare $v$, plus the Coulomb potential of the density that one charge induces, felt by the other.

The chain rule for the density reads $\chi=P(1+v\chi)$. Multiplying by $v$ from both sides and adding $v$ gives $W=v+vP(v+v\chi v)$, that is

$$\chi=P+Pv\chi,\qquad W=v+vPW. \tag{3}$$

The density follows from $G(1,1^+)=i\langle\psi^\dagger(1)\psi(1)\rangle$ for one spin, so $n(1)=-2iG(1,1^+)$. With $\delta G/\delta V=-G(\delta G^{-1}/\delta V)G=G\Gamma G$,

$$P(1,2)=-2i\int G(1,3)\,\Gamma(3,4;2)\,G(4,1^+)\,d3\,d4. \tag{4}$$

Finally, $G^{-1}=i\partial_t-h-V-\Sigma$ gives $\Gamma(1,2;3)=\delta(1,2)\delta(1,3)+\delta\Sigma(1,2)/\delta V(3)$. Regard $\Sigma$ as a functional of $G$ and use the chain rule once more:

$$\Gamma(1,2;3)=\delta(1,2)\delta(1,3)+\int\frac{\delta\Sigma(1,2)}{\delta G(4,5)}\,G(4,6)\,\Gamma(6,7;3)\,G(7,5)\,d4\,d5\,d6\,d7. \tag{5}$$

The derivative $\delta\Sigma/\delta G$ is taken with both spin components of $G$ changing together, as they do under a spin-independent probe.

Equations (2) to (5) and the Dyson equation for $G$ form a closed set. They can be iterated: choose a self-energy, find its $G$, insert $\delta\Sigma/\delta G$ in (5), then evaluate $P$, $W$ and a new $\Sigma$. If the first choice is $\Sigma=0$, the vertex is $\Gamma=\delta\delta$ and the new self-energy has the $GW$ form $iGW$.

### (c) The vertex of a local starting potential

Choose instead

$$\Sigma_0(1,2)=\delta(1,2)\,v_{xc}(1),$$

where $v_{xc}$ is a functional of the density. Its kernel $f_{xc}(1,2)=\delta v_{xc}(1)/\delta n(2)$ is taken to be adiabatic, thus proportional to $\delta(t_1-t_2)$, and symmetric. Solve the vertex equation.

*Solution.* The symmetry of $f_{xc}$ holds when $v_{xc}$ is the derivative of an energy $E_{xc}[n]$, because $f_{xc}$ is then a second derivative. The function $G$ is now the Kohn-Sham Green function, with $G^{-1}=i\partial_t-h-V-v_{xc}$.

The potential depends on $G$ through $n(6)=-2iG(6,6^+)$ alone. The chain rule gives

$$\frac{\delta\Sigma_0(1,2)}{\delta G(4,5)}=\delta(1,2)\int f_{xc}(1,6)\frac{\delta n(6)}{\delta G(4,5)}\,d6=-2i\,\delta(1,2)\,f_{xc}(1,4)\,\delta(4^+,5).$$

Inserted in (5), this makes both terms on the right proportional to $\delta(1,2)$. The vertex must have the same form,

$$\Gamma(1,2;3)=\delta(1,2)\,\tilde\Gamma(1,3).$$

The factor $\delta(6,7)$ contained in $\Gamma(6,7;3)$ then joins the two Green functions into a closed pair:

$$\tilde\Gamma(1,3)=\delta(1,3)+\int f_{xc}(1,4)\,\bigl[-2iG(4,6)G(6,4^+)\bigr]\,\tilde\Gamma(6,3)\,d4\,d6 .$$

The bracket is the response function of independent particles,

$$\chi_0(1,2)=-2i\,G(1,2)\,G(2,1^+).$$

The three-point equation has become a two-point matrix equation, $\tilde\Gamma=1+f_{xc}\chi_0\tilde\Gamma$, with the solution

$$\tilde\Gamma=(1-f_{xc}\chi_0)^{-1}. \tag{6}$$

Its meaning can be read from the definition of $\Gamma$. Since $-\delta G^{-1}=\delta V+\delta v_{xc}$ on the diagonal, $\tilde\Gamma(1,3)=\delta[V(1)+v_{xc}(1)]/\delta V(3)$. An electron feels the classical potential and, in addition, the change of $v_{xc}$ caused by the change of density.

A scalar estimate shows the direction of the effect for an attractive kernel. If $f_{xc}=-g$ and the static response is $\chi_0=-x$, with $g,x>0$, then $\tilde\Gamma=1/(1-gx)$. This exceeds 1 as long as $gx<1$.

The closure relies on two properties of the start. A nonlocal $\Sigma_0$, such as Fock exchange, has no factor $\delta(1,2)$ and leaves a true three-point equation. The inverse in (6) must also exist; it is lost when $f_{xc}\chi_0$ has an eigenvalue 1. This condition concerns the vertex and $P$. The interaction found in part (e) requires only the inverse of $1-\chi_0(v+f_{xc})$ and can stay finite where the vertex diverges.

### (d) Polarizability and test-charge interaction

Find $P$, $\chi$ and $W$ for this vertex.

*Solution.* With the local vertex, (4) becomes

$$P(1,2)=\int\bigl[-2iG(1,3)G(3,1^+)\bigr]\tilde\Gamma(3,2)\,d3=(\chi_0\tilde\Gamma)(1,2).$$

From $(1-\chi_0f_{xc})\chi_0=\chi_0(1-f_{xc}\chi_0)$, multiplied by the inverse of each bracket on its own side,

$$P=\chi_0(1-f_{xc}\chi_0)^{-1}=(1-\chi_0f_{xc})^{-1}\chi_0. \tag{7}$$

Multiply $\chi=P+Pv\chi$ from the left by $1-\chi_0f_{xc}$. This gives $\chi-\chi_0f_{xc}\chi=\chi_0+\chi_0v\chi$, and therefore

$$\chi=[1-\chi_0(v+f_{xc})]^{-1}\chi_0. \tag{8}$$

This is the density response of adiabatic time-dependent density-functional theory. The second equation in (3) gives $(1-vP)W=v$. Because $(1-vP)v=v(1-Pv)$,

$$W=(1-vP)^{-1}v=v(1-Pv)^{-1}. \tag{9}$$

For $f_{xc}=0$ one has $P=\chi_0$, and $W$ is the interaction of the random-phase approximation (RPA).

## Second half: the self-energy, its meaning and a worked case

The first half supplies the following. $G$ is the Kohn-Sham Green function of one spin, $v$ the Coulomb interaction, $f_{xc}$ the symmetric adiabatic kernel of the starting potential $v_{xc}$, and $\chi_0(1,2)=-2iG(1,2)G(2,1^+)$. The vertex is local, $\Gamma(1,2;3)=\delta(1,2)\tilde\Gamma(1,3)$, and

$$\tilde\Gamma=(1-f_{xc}\chi_0)^{-1},\quad P=(1-\chi_0f_{xc})^{-1}\chi_0,\quad W=v(1-Pv)^{-1}.$$

The full response $\chi=\delta n/\delta\varphi$ obeys $\chi=[1-\chi_0(v+f_{xc})]^{-1}\chi_0$. The self-energy is given by (2), or equally by (1):

$$\Sigma(1,2)=i\int G(1,4)W(1^+,3)\Gamma(4,2;3)\,d3\,d4=-i\int v(1^+,3)G(1,4)\frac{\delta G^{-1}(4,2)}{\delta\varphi(3)}\,d3\,d4 .$$

### (e) The new self-energy

Show that the new self-energy is $iG$ times a two-point interaction $\tilde W$, and express $\tilde W$ through $v$, $\chi_0$ and $f_{xc}$.

*Solution.* The factor $\delta(4,2)$ in the vertex removes one integral from (2):

$$\Sigma(1,2)=iG(1,2)\int W(1^+,3)\,\tilde\Gamma(2,3)\,d3=iG(1,2)\,(W\tilde\Gamma^T)(1^+,2).$$

The integration runs over the second index of $\tilde\Gamma$, so its transpose enters. Transposition reverses the order of a product, and $f_{xc}$ and $\chi_0$ are symmetric; thus $\tilde\Gamma^T=(1-\chi_0f_{xc})^{-1}$. A product of inverses is the inverse of the product in reverse order:

$$\tilde W=v(1-Pv)^{-1}(1-\chi_0f_{xc})^{-1}=v\bigl[(1-\chi_0f_{xc})(1-Pv)\bigr]^{-1}.$$

Since $(1-\chi_0f_{xc})P=\chi_0$, the bracket equals $1-\chi_0f_{xc}-\chi_0v$. The result is

$$\boxed{\;\Sigma(1,2)=iG(1,2)\,\tilde W(1^+,2),\qquad \tilde W=v\,[1-\chi_0(v+f_{xc})]^{-1}\;} \tag{10}$$

The result has the structure of $GW$, with another interaction in place of $W$.

The new $\Sigma$ replaces $v_{xc}$; it is not added to it. Relative to the Kohn-Sham levels the correction is $\Sigma-v_{xc}$. Nor is (10) the exact self-energy. The vertex belongs to $\Sigma_0$, whereas the new $\Sigma$ is nonlocal and depends on frequency. A second pass would need $\delta\Sigma/\delta G$ of (10), and the vertex would no longer be local.

One pass through Hedin's equations from a local $v_{xc}$ has given a self-energy of the $GW$ structure, with $\tilde W=v\,[1-\chi_0(v+f_{xc})]^{-1}$ in place of $W$. It remains to derive $\tilde W$ directly from (1) and interpret it, to carry out the frequency integral, and to test the result on a four-site chain.
